Nonnegative Tikhonov Deconvolution of Blurred Chip Temperature Maps

**One ripple**

Take a temperature map with a single sinusoidal ripple of amplitude a₀. A microscope reduces the amplitude by a factor H, between 0 and 1, and the camera adds an error e:

b = H a₀ + e.

Division by H undoes the blur, but gives a₀ + e/H. If H = 0.02, the error is multiplied by 50. Finer ripples have smaller H, so the naive restoration is worst where detail is sought.

A cure is to charge for amplitude. Minimise ½(Ha − b)² + ½αa² with α > 0. Setting the derivative H(Ha − b) + αa to zero gives

a = Hb/(H² + α) = R a₀ + W e,
R = H²/(H² + α), W = H/(H² + α).

For H² ≫ α this is division by H. For H² ≪ α the ripple is given up. The error factor W is largest at H = √α, where it equals 1/(2√α). Thus α limits the noise, at the price of lost signal 1 − R = α/(H² + α).

**The image and its noise**

In thermoreflectance imaging a temperature rise x changes the reflected light by the fraction Cx. If reflectivity, illumination and C are uniform, blurring the light is the same as blurring x:

y = Ax + n.

Here A is a convolution, taken as periodic on a map of P pixels of side h, and n is white noise of standard deviation σ. With N electrons per pixel collected in each of the hot and cold states, each has relative shot noise 1/√N. Their difference has √(2/N), so σ = √(2/N)/C. For 2×10⁴ electrons per frame and 5×10⁴ frames, N = 10⁹. With C = 2×10⁻⁴ per K,

σ = 4.47×10⁻⁵/(2×10⁻⁴ K⁻¹) = 0.224 K.

For incoherent light and a clear circular pupil, H(k) is the normalised overlap of two pupil discs displaced by k. Each disc has radius 2πNA/λ, so the overlap vanishes at k_c = 4πNA/λ. With ρ = k/k_c and unit radius, the overlap consists of two circular segments, each a sector of area arccos ρ minus a triangle of area ρ√(1 − ρ²). Division by π gives

H = (2/π)[arccos ρ − ρ√(1 − ρ²)], ρ ≤ 1,

and zero beyond. At λ = 530 nm and NA = 0.5, k_c = 11.86 rad/µm.

Each Fourier component is now one ripple. White noise has transform variance σ²P in every component. After filtering and transforming back, the variance per pixel is P⁻² Σ W²σ²P = g²σ², where

g² = mean over k of H²/(H² + α)².

Since the noise has zero mean, bias and noise add without a cross term. With X the transform of the true map, the expected squared error per pixel is

P⁻² Σ |X|² α²/(H² + α)² + σ²g².

The first term grows with α and the second falls.

**What sharpness costs**

A Gaussian blur, H = exp(−s²k²/2), gives the tradeoff in closed form. Let r₀ be the peak of the restored image of a unit point source; 1/r₀ is then an effective area. For fine pixels the mean over k becomes h²∫d²k/(2π)² over the whole plane. Put u = H². Then k² = −(ln u)/s² and d²k = π d(k²), which has magnitude π du/(s²u). Hence

r₀ = ∫d²k/(2π)² u/(u + α) = (1/4πs²) ∫₀¹ du/(u + α) = ln(1 + 1/α)/(4πs²),
g² = (h²/4πs²) ∫₀¹ du/(u + α)² = h²/[4πs²α(1 + α)].

To eliminate α, write ℓ = 4πs²r₀, so 1/α = e^ℓ − 1. Then

1/[α(1 + α)] = (1/α)²/(1 + 1/α) = (e^ℓ − 1)²/e^ℓ = 4 sinh²(ℓ/2),
g = (h/√π s) sinh(2πs²r₀).

Once the sinh is large, noise grows exponentially with the sharpness r₀.

A circular pupil sets a hard limit to r₀, because nothing passes beyond k_c. As α → 0, R → 1 inside the band, and r₀ saturates at the band area over (2π)²:

r₀ → πk_c²/(4π²) = k_c²/(4π).

The noise does not saturate. Let ε = 1 − ρ and θ = arccos ρ, so θ² ≈ 2ε near cutoff. Then θ − sin θ cos θ ≈ 2θ³/3, giving

H ≈ (8√2/3π) ε^{3/2}, H² ≈ bε³, b = 128/(9π²).

With α = 0 the integrand 1/H² would diverge as ε⁻³, so the edge of the band dominates. There d²k/(2π)² → k_c² dε/(2π). Setting ε = (α/b)^{1/3}t,

g² ≈ (h²k_c²/2π) b^{−1/3} α^{−2/3} J, J = ∫₀^∞ t³ dt/(1 + t³)².

Integration by parts gives J = I/3 with I = ∫₀^∞ dt/(1 + t³). The substitution t → 1/t turns I into ∫₀^∞ t dt/(1 + t³). Adding the two forms,

2I = ∫₀^∞ dt/(t² − t + 1) = (2/√3)(π/2 + π/6) = 4π/(3√3).

So J = 2π/(9√3) and

g² ≈ h²k_c² b^{−1/3} α^{−2/3}/(9√3).

Direct quadrature divided by this law, both for g, gives 0.999 at α = 10⁻⁹ and 0.966 at α = 10⁻⁴.

**Two hotspots as a ruler**

Let p(r) be the restored profile of one hotspot. Two equal ones at ±d/2 have curvature 2p″(d/2) at the midpoint. A dip appears when this turns positive, so the merging distance is twice the inflection radius of p.

For Gaussian hotspots of standard deviation 100 nm, the raw image merges pairs closer than 524 nm. The linear restoration gives the values below. The merging distances are for an unsampled image. The noise is for h = 80 nm on a 48 × 48 grid; at the two smallest α it lies about 5% below that of a large map:

α = 10⁻¹: 547 nm, noise 0.07 K
α = 10⁻²: 480 nm, noise 0.20 K
α = 10⁻³: 440 nm, noise 0.45 K
α = 10⁻⁴: 420 nm, noise 1.00 K

From the second row to the last, the merging distance falls by 12.5% and the noise rises fivefold. In merging distance the first row is worse than no restoration. The filter R lies below H wherever H(1 − H) < α; at α = 0.1 that includes all components with H < 0.113, the finest ones. Their loss is only part of the cause: keeping H in place of R for these components alone gives 536 nm, still above 524 nm. The rest comes from the changed relative weights of the coarser components.

A Gaussian with the same point-spread peak has 1/(2πs²) = k_c²/(16π), so s = √8/k_c = 239 nm. It predicts g = 0.285 at α = 0.1, against 0.306 for the pupil, but 9.46 against 4.48 (4.70 on a large map) at α = 10⁻⁴. At k_c the Gaussian has H² = e⁻⁸ = 3.4×10⁻⁴. For α below this, R exceeds ½ at k_c and somewhat beyond, so the Gaussian filter restores components that the pupil does not transmit, and amplifies their noise. Counting only k < k_c, the Gaussian gives g = 4.53 at α = 10⁻⁴.

**Using the sign**

The linear estimate can produce negative temperature rises. If heating is the sole source of contrast, these are impossible, so let

x_α = argmin over x ≥ 0 of F(x) = ½‖Ax − y‖² + ½α‖x‖².

Without blur, A = 1 and each pixel gives max[y/(1 + α), 0]. With blur, clipping the linear map is not the answer, because pixels are coupled. Let M = AᵀA + α, and let x_lin solve Mx_lin = Aᵀy. Completing the square,

F(x) = ½(x − x_lin)ᵀM(x − x_lin) + constant.

M is positive definite, so F is strictly convex and grows at infinity: the minimiser exists and is unique. Let q = Mx_α − Aᵀy be the gradient there. No step towards another allowed map v can lower F, so

q·(v − x_α) ≥ 0 for every v ≥ 0.

Raising one pixel of v shows q ≥ 0; the choices v = 0 and v = 2x_α show q·x_α = 0. Three consequences follow.

First, with ‖z‖_M² = zᵀMz and q = M(x_α − x_lin),

‖x_lin − v‖_M² = ‖x_lin − x_α‖_M² + ‖x_α − v‖_M² + 2q·(v − x_α) ≥ ‖x_α − v‖_M².

Taking v as the true map, the constraint never increases the error in this norm. The ordinary pixel error carries no such guarantee.

Second, if x_lin is nowhere negative, it is already the constrained minimiser. The constraint then does nothing.

Third, the nonlinear estimate is stable. For two data sets differing by Δy, with solutions differing by Δx, adding their two inequalities gives (MΔx − AᵀΔy)·Δx ≤ 0, or

‖AΔx‖² + α‖Δx‖² ≤ Δy·AΔx ≤ ‖Δy‖‖AΔx‖.

Since st − t² ≤ s²/4, it follows that ‖Δx‖ ≤ ‖Δy‖/(2√α), the bound found for one ripple. It limits the change of the whole map; for the height of a single false peak it is only a loose bound.

**An iteration that knows its error**

Because H ≤ 1, the largest eigenvalue of M is L = 1 + α. Start from x = z = 0 and repeat

x_new = max[z − (Mz − Aᵀy)/L, 0],
z = x_new + β(x_new − x), then x = x_new,
β = (1 − √(α/L))/(1 + √(α/L)).

Fourier transforms apply A and M. A small change between iterations does not prove accuracy, so the stopping rule uses a bound. At the current x, let q now denote Mx − Aᵀy. Since M ≥ α, for any v = x + d ≥ 0,

F(v) ≥ F(x) + Σ(q_i d_i + ½αd_i²).

The right side is smallest at d_i = max(−x_i, −q_i/α). With these d_i, define G = −Σ(q_i d_i + ½αd_i²). Then F(x) − F(x_α) ≤ G. Expanding F about x_α, where the linear term is nonnegative, gives F(x) − F(x_α) ≥ ½α‖x − x_α‖². Therefore

‖x − x_α‖² ≤ 2G/α.

At the same certified rms error, checked every 50 iterations, the example needs 50 iterations at α = 10⁻¹ and 850 at α = 10⁻⁴.

**What the constraint buys**

The synthetic map has two 40 K hotspots 480 nm apart and a weak one of 10 K, on zero background. Define the dip as 1 minus the midpoint rise divided by the mean rise at the two true centres. It is 0.888 in the true map and −0.116 in the noise-free blurred image, where the pair has merged and its rise has fallen to 6.7 K. Results below are averages over 12 noisy images and carry sampling error. The constrained dip at α = 10⁻⁴ has a standard error of about 0.025; another set of 24 images gives 0.55 for it, and scatters of 1.0 K and 3.4 K for the weak hotspot in place of the 0.6 K and 2.5 K quoted below.

At α = 10⁻³ the linear dip is 0.075 and the constrained one 0.314. At α = 10⁻⁴ they are 0.161 and 0.597, with rms map errors of 1.76 K and 0.87 K. The linear error has its minimum, 1.60 K, near α = 1.6×10⁻³. The constrained error is lower at 10⁻⁴ than at 10⁻³ but rises to about 1.5 K at 10⁻⁵, so its minimum lies between 10⁻⁵ and 10⁻³.

The constrained estimate also has content beyond k_c, where the linear one has none. At α = 10⁻⁴ its normalised overlap with the true components there is 0.80. This is extrapolation from the sign condition, not transmitted information.

The weak hotspot shows the cost. Its constrained height is 7.0 K at α = 10⁻³, with a scatter of 0.6 K between images. At α = 10⁻⁴ it overshoots to 12.3 K, with a scatter of 2.5 K. Noise-free data give only 7.0 K there, so the overshoot is a bias caused by the noise acting through the constraint. The largest false background peak meanwhile grows from 1.7 K to 3.5 K, comparable with the linear 3.1 K (where ringing alone reaches 1.4 K without noise), although the background noise is 0.19 K against 0.99 K. The constrained noise is low on average but contains a few tall spikes. The weak height divided by the largest false peak falls from 4.2 to 3.5, and was 6.8 at α = 10⁻². In this scene, separating the pair favours small α and trusting the weak spot favours larger α.

The residual does not settle the choice. Its rms value is 1.59σ at α = 10⁻¹, but 0.989σ and 0.983σ at the last two settings. The optical band covers a fraction πk_c²/(2π/h)² = 0.072 of the sampled Fourier plane, so no blurred map can fit more than about 7% of the noise variance. Synthetic hotspots of the size and background expected in the measurement give a sharper criterion.

**When the background is warm**

Add a uniform 30 K to the true map, keeping α = 10⁻⁴. The linear map is then positive everywhere, and the ratio of constrained to linear background noise rises from 0.19 to 1.00, as the second consequence requires.

Heat spreading produces a warm background by itself. In a uniform half-space of conductivity κ that obeys Fourier's law, a steady surface flux component Q(k) decays as e^{−kz} with depth z, so its surface temperature is Q/(κk). For a Gaussian source of width w_s the factor 1/k cancels the k in the radial integral:

T(r) ∝ ∫₀^∞ exp(−k²w_s²/2) J₀(kr) dk.

Write J₀(kr) as the average of cos(kr cos φ) over φ. The k integral gives exp(−r²cos²φ/2w_s²), and with cos²φ = (1 + cos 2φ)/2 the average over φ becomes

T(r) ∝ e^{−ζ} I₀(ζ), ζ = r²/(4w_s²).

Near the centre this is 1 − r²/(4w_s²). Matching the curvature of a Gaussian hotspot of width w requires w_s² = w²/2. Far away T/T(0) ≈ 1/√(2πζ) = w/(√π r). With w = 0.1 µm, a 40 K hotspot still gives 2.3 K at 1 µm. In silicon near room temperature much of the heat is carried by phonons with mean free paths above 0.1 µm, so for so small a source the core of this profile, and with it the ratio of tail to peak, is only approximate.

With these tails the noise ratio is 0.999: on this 3.8 µm wide map the benefit is gone. On a 9.6 µm map only a little of it returns: the ratio is about 0.94 beyond 3 µm from the hotspots, where the tail falls towards the noise level, and about 1 nearer. Even without noise, the restored dip is 0.012 (0.022 on the larger map) where the true one is 0.551, and the pair height is 27 K instead of 45 K. The separation achieved on a cold background therefore does not carry over to this steady heating map.

**Beside a real microscope**

The optical values and C are rough typical ones for green-light thermoreflectance of a metallised chip; C varies strongly with surface and wavelength. The averaging is long: at 100 frames per second, 5×10⁴ frames take 500 s per state. Isolated 100 nm hotspots on a cold background are an idealisation, and of the neglected effects sized here the heat tail harms the dip most.

The other effects were sized on noise-free data at α = 10⁻⁴, where the nominal pair height is 26.3 K and the dip 0.54. If the true NA is 5% lower than assumed, these fall to 16.2 K and 0.25. A defocus of 0.5 µm gives about 24 K and 0.47, and a drift of 0.05 µm rms gives 22.2 K and 0.44. Pixel aperture lowers the height by 4%, and a 30 nm source band changes it by less than 1%. The blurred signal alters the light by at most 0.15%, so uniform shot noise is a good approximation. Changes of C at material boundaries break the convolution model itself and were not sized. For this instrument and this α, knowing the cutoff matters more than correcting for the pixel or the source band: an error of 1% in NA already shifts the pair height by 9 to 10%. A true NA 5% higher than assumed raises the height to 43 K and the dip to 0.76, which mimics a better restoration.

Numbers as computed

```
wavelength 530 nm, NA 0.5, pixel 80 nm, grid 48 x 48
coefficient 2.0e-04 /K, electrons 2e+04, frames per state 5e+04
noise sigma = 0.2236 K; cutoff kc = 11.855 rad/um
hotspots: 40 K pair, 10 K single, width 100 nm, separation 480 nm
raw image: pair peak 6.72 K, dip -0.116, weak peak 1.53 K
true map: pair peak 40.00 K, dip 0.888
raw merging distance = 524 nm
equivalent Gaussian width s = 238.6 nm
LINEAR: alpha | merge nm | gain | noise K | Gaussian gain | r0/limit
  1e-01 | 547 | 0.306 | 0.068 | 0.285 | 0.327
  1e-02 | 480 | 0.873 | 0.195 | 0.941 | 0.611
  1e-03 | 440 | 1.996 | 0.446 | 2.990 | 0.801
  1e-04 | 420 | 4.482 | 1.002 | 9.459 | 0.904
gain/asymptote: 0.9993 at alpha 1e-9, 0.966 at 1e-4
best linear alpha = 1.6e-03, expected rms error 1.603 K
LIN/NONNEG: alpha | rms error K | background noise K | dip
  1e-01 | 1.913/1.898 | 0.068/0.032 | -0.150/-0.146
  1e-02 | 1.669/1.488 | 0.193/0.064 | -0.055/0.009
  1e-03 | 1.598/1.052 | 0.422/0.126 | 0.075/0.314
  1e-04 | 1.762/0.868 | 0.989/0.185 | 0.161/0.597
LIN/NONNEG: alpha | pair peak K | weak peak K | largest false peak K
  1e-01 | 8.44/8.52 | 1.94/1.98 | 0.26/0.20
  1e-02 | 13.05/14.56 | 3.48/4.07 | 0.97/0.60
  1e-03 | 15.56/21.24 | 4.48/7.03 | 1.77/1.68
  1e-04 | 16.90/27.47 | 4.88/12.25 | 3.07/3.54
NONNEG: alpha | iterations | std of dip | std weak peak K | misfit/sigma
  1e-01 | 50 | 0.007 | 0.06 | 1.5939
  1e-02 | 100 | 0.016 | 0.18 | 1.0451
  1e-03 | 250 | 0.040 | 0.61 | 0.9890
  1e-04 | 850 | 0.087 | 2.46 | 0.9834
best nonnegative alpha of the four = 1e-04
overlap with truth beyond cutoff = 0.795 (linear: no content)
stability bound attained to 0.984 of its value
solver minus active-set solution: 5.9e-07 K
background noise, nonnegative over linear, at best alpha:
  zero background: 0.187
  heat-spreading tail: 0.999
  30 K pedestal: 1.000
neglected effect at alpha 1e-04 | pair peak K | dip (noise-free)
  none | 26.29 | 0.540
  true NA 5% lower | 16.22 | 0.249
  defocus 0.5 um | 24.36 | 0.479
  drift 0.05 um rms | 22.16 | 0.443
  pixel aperture | 25.27 | 0.521
  30 nm source band | 26.39 | 0.542
  heat-spreading tail | 26.77 | 0.012
true map with heat tail: pair peak 45.10 K, dip 0.551
largest relative light change = 1.5e-03
```
